# Luttinger parameter of a suspended metallic nanotube from two capacitances

## One channel, then four

Consider a wire with a single spinless channel: one branch of electrons moving right at speed $v$ and one moving left. On a ring of length $L$ the levels of each branch are spaced by $2\pi\hbar v/L$. Measured from the neutral Fermi level, the first empty ones lie at $(j-\tfrac12)\,2\pi\hbar v/L$, with $j=1,2,\dots$ Adding $M$ electrons to one branch costs

$$\frac{2\pi\hbar v}{L}\sum_{j=1}^{M}\left(j-\tfrac12\right)=\frac{\pi\hbar v}{L}M^2 .$$

The energy per length is therefore $\pi\hbar v\,\nu^2$, where $\nu=M/L$. An added density $n$ shared equally by the two branches costs $2\pi\hbar v(n/2)^2=\pi\hbar v n^2/2$. This has the form of a capacitor energy $e^2n^2/2C_1$ with

$$C_1=\frac{e^2}{\pi\hbar v}.$$

No electric field is involved: this quantum capacitance expresses the exclusion principle. If the electrons also repel, the same density costs an extra $e^2n^2/2C_E$, where $C_E$ is the electrostatic capacitance per length. The wire becomes stiffer by the factor $1+C_1/C_E$, while its inertia stays the same. Density waves speed up by the square root of that factor.

A metallic nanotube has two valleys and two spins, so four such channels fill in parallel and $C_Q=4C_1$. For a carbon tube $e^2/\hbar v\approx2.5$, hence $C_Q\approx4\times2.5/\pi\approx3.2$ in Gaussian units, where capacitance per length is a pure number. A thin wire 100 radii above a metal plane has $1/C_E\approx2\ln200\approx10.6$. The ratio is about 34, and

$$g=\frac{v}{v_c}\approx\frac1{\sqrt{1+34}}\approx0.17 ,$$

where $v_c$ is the speed of the charge wave. What remains is to justify the wave argument, the logarithm and the name of $g$.

## The charge wave and the neutral waves

Assume linear bands, forward scattering only, and waves long compared with the height $h$ of the tube axis above the gate. The potential energy of an electron is then local, $U=e^2n/C_E$, where $n$ is the added electron density.

A slowly varying force moves the Fermi points according to $\hbar\dot k=-\partial_xU$. One right-moving branch has added density $\nu_R=\delta k_R/2\pi$. For a left-moving branch, a shift of its Fermi point to larger $k$ removes electrons, so $\nu_L=-\delta k_L/2\pi$. Therefore

$$\partial_t\nu_R+v\,\partial_x\nu_R=-\frac{\partial_xU}{2\pi\hbar},\qquad
\partial_t\nu_L-v\,\partial_x\nu_L=+\frac{\partial_xU}{2\pi\hbar}.$$

Let $n$ be the sum of all eight branch densities and $s$ the right-moving total minus the left-moving total. Adding the eight equations cancels the force. Subtracting the left-moving ones from the right-moving ones adds it eight times:

$$\partial_tn+v\,\partial_xs=0,\qquad
\partial_ts+v\,\partial_xn=-\frac{4}{\pi\hbar}\partial_xU .$$

The first equation is continuity, with number current $J=vs$. In the second, insert $U$ and $C_Q=4e^2/\pi\hbar v$:

$$\partial_ts=-v\left(1+\frac{C_Q}{C_E}\right)\partial_xn .$$

Differentiating continuity in time gives $\partial_t^2n=v_c^2\,\partial_x^2n$, with

$$v_c=v\sqrt{1+C_Q/C_E}.$$

The difference between two channels feels no force, because $U$ acts equally on both. Three independent neutral combinations of the four channels therefore keep speed $v$.

## Why the speed ratio is the Luttinger parameter

The Luttinger parameter, in the convention where $g=1$ without interaction, measures how far repulsion suppresses the long-wave density fluctuations of the ground state.

With equal channels, each right branch has density $(n+s)/8$ and each left branch $(n-s)/8$. The level-filling energy is

$$4\pi\hbar v\,\frac{(n+s)^2+(n-s)^2}{64}=\frac{\pi\hbar v}{8}(n^2+s^2).$$

Introduce a displacement $u$ by $n=-\partial_xu$ and $J=\partial_tu$, which satisfies continuity. Since $s=J/v$, the energy per length, including repulsion, is

$$\tfrac12K(\partial_xu)^2+\tfrac12\mathcal M(\partial_tu)^2,\qquad
K=\frac{\pi\hbar v}{4}\left(1+\frac{C_Q}{C_E}\right),\quad
\mathcal M=\frac{\pi\hbar}{4v}.$$

Each wavevector $q$ is a harmonic oscillator of mass $\mathcal M$ and frequency $v_c|q|$. With Fourier amplitudes normalized by $L^{-1/2}$, its zero-point motion is $\langle|u_q|^2\rangle=\hbar/(2\mathcal M v_c|q|)$, so

$$\langle|n_q|^2\rangle=q^2\langle|u_q|^2\rangle=\frac{\hbar|q|}{2\mathcal Mv_c}=\frac{2|q|}{\pi}\,\frac{v}{v_c}.$$

Free fermions can be counted directly. The density operator shifts one electron by $q$ in wavevector. In each channel, $L|q|/2\pi$ occupied states can move into empty ones, all at one of the two Fermi points. Four channels give $2|q|/\pi$ per length, which is the oscillator result at $v_c=v$. Repulsion multiplies it by $v/v_c$, and hence

$$\boxed{g=\frac{v}{v_c}=\left(1+\frac{C_Q}{C_E}\right)^{-1/2},\qquad C_Q=\frac{4e^2}{\pi\hbar v}.}$$

For $C_Q\ll C_E$ the electrons are nearly free and $g\to1$. For $C_Q\gg C_E$, $g\to\sqrt{C_E/C_Q}$, and the tube charges almost like a classical wire.

## The electrostatic capacitance

Put a line charge $\lambda$ at height $b=\sqrt{h^2-R^2}$ above the grounded plane and its image $-\lambda$ at $-b$. The potential is $2\lambda\ln(r_-/r_+)$, where $r_\pm$ are the distances to the two lines. On the circle $x^2+(y-h)^2=R^2$, with $x$ here the horizontal coordinate in the cross-section, we have $x^2+y^2=2yh-b^2$. Therefore

$$r_\pm^2=x^2+y^2\mp2yb+b^2=2y(h\mp b),\qquad
\frac{r_-^2}{r_+^2}=\frac{h+b}{h-b}=\frac{(h+b)^2}{R^2}.$$

The circle is an equipotential, as a conducting cylinder requires. Since $\ln[(h+b)/R]=\operatorname{arcosh}(h/R)$,

$$C_E=\frac{1}{2\operatorname{arcosh}(h/R)}.$$

Electrons in the lowest subband may be unable to redistribute around the circumference. For charge frozen uniformly on the circle, the ring's own potential on itself is $-2\lambda\ln R$. The image potential averages to its value at the centre, $2\lambda\ln 2h$, because it is harmonic inside the circle. The sum is $2\lambda\ln(2h/R)$. At $h=100R$ the two logarithms are 5.29829 and 5.29832, so the choice does not matter here.

## Numbers for a carbon tube

Take an armchair (10,10) tube and set, as model inputs roughly right for carbon, the hopping $t=2.7$ eV and the bond length $d=0.142$ nm. The circumference contains 30 bond lengths, so $R=30d/2\pi=0.678$ nm and $h=67.8$ nm.

The lattice also supplies $v$ and the channel count. For a wave uniform around the tube, each atom has one neighbour at the same axial position and two displaced by $\pm a/2$, with $a=\sqrt3\,d$. The bands are

$$E=\pm t\,[1+2\cos(ka/2)] .$$

They cross at $ka/2=\pm2\pi/3$, which gives two valleys, each with a right and a left mover. The slope there is $\hbar v=ta\sin(2\pi/3)=3td/2=0.575$ eV nm, or $v=8.74\times10^5$ m/s.

With $e^2=1.440$ eV nm,

$$C_Q=\frac4\pi\times2.504=3.188,\qquad C_E=\frac1{2\times5.298}=0.0944,\qquad \frac{C_Q}{C_E}=33.8,$$

$$g=\frac1{\sqrt{34.8}}=0.170,\qquad v_c=5.90\,v=5.15\times10^6\ \text{m/s}.$$

In SI units the capacitances are 355 and 10.5 aF/µm. Numerical diagonalization of the 40-atom unit cell, thermally averaged at 300 K, gives a quantum capacitance 1.0001 times the linear-band value.

## Comparison and limits of the estimate

Dropping the 1 beside the ratio gives 0.172, so the tube is close to the classical limit. Counting one channel instead of four would give 0.325: the fourfold degeneracy nearly halves $g$.

The inputs matter unequally. Changing the hopping from 2.5 to 3.0 eV at fixed geometry moves $g$ from 0.163 to 0.178. Halving the height to $50R$ at fixed $v$ raises it only to 0.181. Measuring the 100 radii from the tube's lower surface, so that $h=101R$, changes $g$ by about 0.1%.

**Shorter waves.** For a charge wave $\cos qx$ on a line, the potential amplitude at distance $r$ is $\int dx\,\cos(qx)/\sqrt{x^2+r^2}=2K_0(qr)$ per unit line charge. It obeys $\nabla_\perp^2f=q^2f$ in the cross-section. The average of any regular solution over a circle of radius $R$ is $I_0(qR)$ times its central value, since the angular average must be the regular radial solution. Averaging once for the source ring and, for the image, once more over the tube gives

$$\frac1{C_E(q)}=2\left[I_0(qR)K_0(qR)-I_0^2(qR)K_0(2qh)\right].$$

As $q\to0$, $I_0\to1$ and $K_0(z)\to-\ln(z/2)-\gamma$, with $\gamma$ Euler's constant. The constants cancel and $2\ln(2h/R)$ returns. When $qh\gg1$ the image term dies out, and the wavelength replaces the gate as the cutoff of the logarithm. On an infinite tube, $g$ is 0.171 at $q=\pi/(1000\text{ nm})$ and 0.181 at $q=1/h$. A charge wave of energy $k_BT$ has $qh=k_BTh/\hbar v_c=0.007$ at 4 K, where the local estimate holds, and about 0.5 at 300 K, where $g$ has begun to depend on wavevector. The 4 K wave is about 60 µm long, so this holds only for a tube longer than that. On a 1000 nm tube the longest standing wave, with $q=\pi/(1000\text{ nm})$, has $qh=0.21$.

**Gate voltage.** Let the gate stand 0.1 V from the neutral point. The quantum and electrostatic capacitances are in series, so the Fermi level moves by $0.1\text{ eV}/34.8=2.9$ meV and the remaining 97 meV is electrostatic. In this continuum description about 6.4 electrons are added to a 1000 nm tube. That is a thermal average, valid near room temperature. The charging energy $e^2/C_EL\approx15$ meV and the level spacing $\pi\hbar v/L\approx1.8$ meV both far exceed $k_BT$ at 4 K, where a weakly contacted tube holds a whole number of added electrons, six at this voltage. The next subband, at 0.83 eV in the lattice calculation, is far away. A correlation gap at neutrality is outside the model; if it were comparable with 2.9 meV or larger, the estimate would fail at this voltage. Clean suspended tubes often show gaps at neutrality of order 10 meV or more, and for them a larger gate voltage is needed before the linear-band estimate applies.

**Sag.** The gate attracts the tube with force per length $f=\tfrac12V_E^2\,|\partial C_E/\partial h|$, where $V_E$ is the electrostatic part of the voltage. Here $f=8.6\times10^{-7}$ eV/nm². A clamped beam without tension obeys $Bw''''=f$, solved by $w=fx^2(L-x)^2/24B$, now with $x$ along the tube of length $L$. The mid-span sag is $fL^4/384B$. For a thin ring $B=\pi R^3Y_2$; a rough wall stiffness $Y_2=340$ N/m gives $B=2078$ eV nm and a sag of 1.1 nm. For an initially unstressed tube this is an upper estimate: bending between clamped ends also stretches the tube, and the resulting tension matters once the sag is comparable with $R$, as it is here. Even the full 1.1 nm changes $g$ by only about 0.15%. Since $f\propto V_E^2$, the same formula at 1 V would give about 110 nm, more than the height itself. That is far outside its range, because tension then dominates and keeps the sag much smaller.

**Smaller effects.** A lattice-scale correction to the repulsion has strength of order $e^2/d$ and axial range $d$, and it acts only in a fraction of order $d/R$ of the relative angles around the tube. Its integral along the tube, of order $e^2d/R$, is to be compared with $e^2/C_E$. Lattice-scale interactions are therefore of relative order $(d/R)/(2\operatorname{arcosh}(h/R))\approx2\%$ of the electrostatic energy, hence about 1% in $g$. Retardation is of order $(v_c/c)^2=3\times10^{-4}$. The field at the tube surface, $2C_EV_E/R$, is 0.27 MV/cm. With a rough work function of 4.5 eV, the barrier to the gate is nowhere below 4.4 eV if image-force lowering is ignored. The tunnelling exponent $2\kappa(h-R)$, with $\hbar\kappa=\sqrt{2m\times4.4\text{ eV}}$, is then at least about 1400, so leakage through the vacuum is negligible.

A more distant gate screens less. For waves that remain long compared with the height, tripling it multiplies $C_Q/C_E$ by about $1+\ln3/5.3=1.21$ and lowers $g$ by roughly a tenth. On a 1000 nm tube the wavelength then already limits the logarithm, and the drop is smaller. Real devices also have metal contacts, which the model omits. Where they screen as strongly as a gate at half the height, $g$ rises by about 7%. Tubes that are not armchair can have a small curvature gap, and the linear-band estimate then requires a Fermi level well above it. The estimate also takes the space between tube and gate to be vacuum. An oxide of dielectric constant 3.9 filling the lower half of the height raises $g$ to about 0.18, and a tube lying on such an oxide has $g\approx0.24$. For a tube suspended in vacuum and within the conditions above, $g\approx0.17$ is a model estimate, with the band velocity as a leading uncertainty.
